# Pull-Off Force from the Maugis-Dugdale Equations, from DMT to JKR

## Three particles and one work of adhesion

Three particles of radius 50 nm rest on a silica wafer under water, each with work of adhesion 20 mJ/m² and attraction of range 0.30 nm. In the model solved below, detaching them takes 6.14 nN for silica, 5.44 nN for polystyrene and 4.74 nN for soft polyurethane. The contact modulus falls by a factor of about 290 from first to last, yet the force falls by less than a quarter. We need to explain why stiffness matters so little, and to compute the force between the two limits.

## The contact problem

A smooth sphere of radius $R$ touches a flat. Strains are small, friction is absent, and near contact the sphere is a paraboloid. The contact modulus is given by $1/E^*=(1-\nu_1^2)/E_1+(1-\nu_2^2)/E_2$, and $K=4E^*/3$. Compressive pressure $p$ and load $P$ are positive. With approach $\delta$ and combined inward surface displacement $u$, the gap is

$$h(r)=\frac{r^2}{2R}-\delta+u(r).$$

The surfaces attract with constant stress $\sigma_0$ while $h<h_0$ and not beyond. Separating unit area costs $w=\sigma_0h_0$. Contact fills $r<a$; the cohesive annulus is $a<r<c$, so $h(c)=h_0$.

The input from linear elasticity is the flat punch. A punch of radius $s$ and depth $d\delta$ produces pressure $E^*d\delta/(\pi\sqrt{s^2-r^2})$ beneath it, displacement $(2/\pi)\,d\delta\arcsin(s/r)$ outside it, and force $2E^*s\,d\delta$. Superpose punches of depth $\varphi(s)\,ds$, and let $g(s)=\int_s^c\varphi\,ds'$, so that $\varphi=-g'$ and $g(c)=0$. For $r\le c$,

$$u(r)=g(r)+\frac2\pi\int_0^r\varphi\arcsin\frac sr\,ds
=\frac2\pi\int_0^r\frac{g(s)\,ds}{\sqrt{r^2-s^2}}.$$

The second form follows by parts: the boundary term is $-(2/\pi)(\pi/2)g(r)$ and cancels the first $g(r)$. Likewise $P=2E^*\int_0^cs\varphi\,ds=2E^*\int_0^cg\,ds$.

In contact $u=\delta-r^2/2R$. Since $\int_0^r ds/\sqrt{r^2-s^2}=\pi/2$ and $\int_0^r s^2ds/\sqrt{r^2-s^2}=\pi r^2/4$, this requires $g=\delta-s^2/R$ for $s<a$. In the annulus we need

$$-\sigma_0=\frac{E^*}{\pi}\int_r^c\frac{\varphi\,ds}{\sqrt{s^2-r^2}}.$$

Try $\varphi=-(2\sigma_0/E^*)\,s/\sqrt{c^2-s^2}$. The substitution $s^2=r^2+(c^2-r^2)\sin^2\chi$ turns the integral of $s/(\sqrt{c^2-s^2}\sqrt{s^2-r^2})$ into $\int_0^{\pi/2}d\chi=\pi/2$, which gives $-\sigma_0$ as required. Hence $g=-(2\sigma_0/E^*)\sqrt{c^2-s^2}$ for $a<s<c$.

A jump of $g$ at $a$ would be a punch of finite depth. If negative, it brings infinite tension, above the permitted $\sigma_0$; if positive, the surfaces overlap just outside $a$. So $g$ is continuous. With $q=\sqrt{c^2-a^2}$,

$$\delta=\frac{a^2}{R}-\frac{2\sigma_0}{E^*}q .$$

Let $\theta=\arccos(a/c)$. Because $\int_a^c\sqrt{c^2-s^2}\,ds=(c^2\theta-aq)/2$, the load is

$$P=2E^*\Big(\delta a-\frac{a^3}{3R}\Big)-2\sigma_0(c^2\theta-aq)
=\frac{Ka^3}{R}-2\sigma_0(aq+c^2\theta).$$

Here inserting $\delta$ contributed $-4\sigma_0aq$, of which $2\sigma_0aq$ was cancelled.

For the gap at $c$ we use $\int_0^a ds/\sqrt{c^2-s^2}=\pi/2-\theta$ and $\int_0^a s^2ds/\sqrt{c^2-s^2}=[c^2(\pi/2-\theta)-aq]/2$:

$$h(c)=-\frac{2\theta}{\pi}\delta+\frac{c^2\theta+aq}{\pi R}-\frac{4\sigma_0}{\pi E^*}(c-a).$$

The terms $c^2/2R$ and $-\delta$ have cancelled against the $\pi/2$ parts of $u(c)$. Inserting $\delta$ and setting $h(c)=w/\sigma_0$ gives

$$\frac{aq+(c^2-2a^2)\theta}{\pi R}+\frac{4\sigma_0}{\pi E^*}(q\theta-c+a)=\frac{w}{\sigma_0}.$$

## An explicit curve instead of a nonlinear system

Define

$$L=\Big(\frac{\pi wR^2}{K}\Big)^{1/3},\qquad
\lambda=\frac{2\sigma_0L^2}{\pi wR}=2\sigma_0\Big(\frac{R}{\pi wK^2}\Big)^{1/3}.$$

Measure radii in $L$, approach in $L^2/R$ and load in $\pi wR$. Put $A=a/L$, $t=q/a$, $m=c/a=\sqrt{1+t^2}$, so $\theta=\arctan t$. Multiplying the gap equation by $\sigma_0/w$ and using $KL^3=\pi wR^2$ gives

$$\alpha A^2+\beta A=1,\qquad \alpha=\frac{\lambda}{2}f_1,\quad \beta=\frac{4\lambda^2}{3}f_2,$$

$$f_1=t+(t^2-1)\theta,\qquad f_2=t\theta-m+1,\qquad f_3=t+m^2\theta,$$

$$\bar P=A^3-\lambda A^2f_3,\qquad \Delta=A^2-\tfrac43\lambda At .$$

Solving for $m$ at given $A$ would need iteration. At given $t$, however, $A$ follows from a quadratic with one positive root:

$$A=\frac{2}{\beta+\sqrt{\beta^2+4\alpha}} .$$

The curve is traversed once, because $f_1'=2t^2/m^2+2t\theta>0$ and $f_2'=\theta+\sin\theta\cos\theta-\sin\theta>0$. Both coefficients grow with $t$, so $A$ falls steadily.

Under load control no equilibrium exists at a tension above $|\bar P_c|$, where $\bar P_c$ is the minimum of $\bar P$. Differentiating the quadratic and the load,

$$A'=-\frac{\alpha'A^2+\beta'A}{2\alpha A+\beta},\qquad
\frac{\bar P'}{A}=(3A-2\lambda f_3)A'-\lambda A(2+2t\theta).$$

The algorithm is short:

1. For given $\lambda$, bracket the zero of $\bar P'/A$ between $t=0.05/\lambda$ and $t=20(\lambda^{-3/2}+\lambda^{-1})$.
2. Find it by Brent's method in $\log t$.
3. Evaluate $A$, $\bar P$ and $\Delta$ there.

The limits below give $t\approx0.54\,\lambda^{-3/2}$ and $t\approx1.14/\lambda$ at pull-off for small and large $\lambda$, which is why the bracket has this form.

| $\lambda$ | $\bar P_c$ | $A$ | $c/a$ | $\Delta$ |
|---|---|---|---|---|
| 0.01 | −1.9983 | 0.0209 | 539 | −0.150 |
| 0.1 | −1.9506 | 0.199 | 17.7 | −0.430 |
| 0.3 | −1.8156 | 0.497 | 4.10 | −0.542 |
| 1 | −1.6007 | 0.904 | 1.47 | −0.484 |
| 3 | −1.5168 | 1.097 | 1.068 | −0.445 |
| 10 | −1.5016 | 1.140 | 1.0065 | −0.438 |
| 100 | −1.5000 | 1.145 | 1.0001 | −0.437 |

For each row, a scan of 20,001 values of $t$ across the bracket shows one sign change of the slope.

## The stiff limit

Let $C=c/L$. As $A\to0$ at fixed $C$, $\theta=\pi/2-A/C+O(A^3)$ and $At=C-A^2/2C+\dots$, so

$$A^2f_1=\frac{\pi C^2}{2}-\pi A^2+O(A^3),\quad
Af_2=\Big(\frac\pi2-1\Big)C-\frac{\pi A^2}{4C}+O(A^3),$$

while $A^2f_3=\pi C^2/2+O(A^3)$. With $k=\frac43(\frac\pi2-1)$, the gap condition becomes

$$\frac{\pi\lambda}{4}C^2+k\lambda^2C=1+\Big(\frac{\pi\lambda}{2}+\frac{\pi\lambda^2}{3C}\Big)A^2+O(A^3).$$

As $A$ grows from zero, $C$ grows by an amount of order $A^2$, and the tension $\pi\lambda C^2/2$ grows with it. The opposing term $A^3$ is of higher order. Thus for every $\lambda>0$ pull-off occurs at nonzero contact radius, not at the end of the curve.

Nor does it occur after contact is lost. With a central gap $\eta$, uniform stress on $r<c$ gives $u(0)=-2\sigma_0c/E^*$ and $u(c)=-4\sigma_0c/\pi E^*$. Setting $h(c)-h(0)=h_0-\eta$ then reproduces the last equation at $A=0$, with right side $1-\eta/h_0$. Opening the gap shrinks $C$ and the tension. For $\lambda=1$ the load where contact ends is −0.868, well short of −1.601.

For small $\lambda$, eliminate $\pi\lambda C^2/2$ from the load:

$$\bar P=-2+2k\lambda^2C-\pi\lambda A^2+A^3+\dots$$

At $A=0$ the gap condition gives $C\sqrt\lambda=2/\sqrt\pi-(2k/\pi)\lambda^{3/2}+\dots$. The $A$-dependent part has its minimum at $A=2\pi\lambda/3$, with value $-4\pi^3\lambda^3/27$. Therefore

$$\bar P_c=-2+\frac{4k}{\sqrt\pi}\lambda^{3/2}-\Big(\frac{4k^2}{\pi}+\frac{4\pi^3}{27}\Big)\lambda^3+O(\lambda^{9/2}),$$

with coefficients 1.7175 and −5.331. The omitted terms, such as $\lambda^2A^2/C$ and $\lambda A^3/C$, scale as $\lambda^{9/2}$ because $A\sim\lambda$ and $C\sim\lambda^{-1/2}$. At $\lambda=0.01$ the numerical curve gives 1.7122 for $(\bar P_c+2)/\lambda^{3/2}$; subtracting the first correction and dividing by $\lambda^3$ gives −5.317.

The leading value is the DMT force, $2\pi wR$. Physically, a stiff sphere keeps its shape, and attraction acts over a disk much wider than the contact. When deformation is negligible the gap reaches $h_0$ at $c^2=2Rh_0$, so the pull is $\pi c^2\sigma_0=2\pi Rw$, without any modulus.

## The soft limit

For large $\lambda$ the annulus is thin. Put $\theta=s/\lambda$ with $s$ finite. Expanding in $\theta$,

$$f_1=\tfrac43\theta^3+\dots,\quad f_2=\tfrac12\theta^2+\tfrac18\theta^4+\dots,\quad f_3=2\theta+\tfrac43\theta^3+\dots$$

so that

$$\tfrac23As^2+\lambda^{-2}\Big(\tfrac23A^2s^3+\tfrac16As^4\Big)=1,\qquad
\bar P=A^3-2A^2s-\frac{4A^2s^3}{3\lambda^2},$$

up to terms of order $\lambda^{-4}$. At leading order $s=\sqrt{3/(2A)}$ and

$$\bar P=A^3-\sqrt6\,A^{3/2}=\Big(A^{3/2}-\frac{\sqrt6}{2}\Big)^2-\frac32 .$$

This is the JKR load curve. Its minimum is $-3/2$, or a force $\frac32\pi wR$, at $A^3=3/2$; there $s^2=3/(2A)=A^2$, so $s=A$.

For the correction, $A$ may stay at this value, because the leading load is stationary in $A$. The gap equation gives

$$\delta s=-\lambda^{-2}\Big(\frac{As^2}{2}+\frac{s^3}{8}\Big)=-\frac{15}{16\lambda^2},$$

and the load changes by $-2A^2\delta s-2A^2/\lambda^2=-A^2/8\lambda^2$. Hence

$$\bar P_c=-\frac32-\frac{(3/2)^{2/3}}{8\lambda^2}+O(\lambda^{-4}).$$

The coefficient is −0.1638, and $(\bar P_c+3/2)\lambda^2$ computed at $\lambda=100$ agrees to these four digits.

The approach also has two simple limits. For small $\lambda$, $At\approx C$ gives $\Delta\approx-(8/3)\sqrt{\lambda/\pi}$; for large $\lambda$, $\Delta\to A^2-\frac43A^2=-A^2/3=-0.437$. The table shows that $\Delta$ does not pass monotonically between them: of the listed values, the most negative is at $\lambda=0.3$.

## Error analysis

**Model choice.** The model solved above is called the Maugis-Dugdale model. Relative to its value, the DMT force is 2.5% too large at $\lambda=0.1$, and the JKR force is 1.1% too small at $\lambda=3$. At $\lambda=1$ the errors are 25% and 6%. The two-term soft series gives −1.5182 at $\lambda=3$, against −1.5168, but −1.664 at $\lambda=1$, against −1.601. It should not be carried into the middle of the transition. The step shape of the attraction is itself a choice. A Lennard-Jones surface law, $\sigma=(8w/3z_0)[(z_0/z)^3-(z_0/z)^9]$ with the same $w$ and peak stress ($z_0=1.026h_0$), raises the pull-off force by about 1% at $\lambda=0.09$, 5% at $\lambda=0.47$, 6% at $\lambda=1$, 3% at $\lambda=3$ and 2% at $\lambda=4.1$. Against that law the JKR force at $\lambda=3$ is about 4% too small.

**Rounding.** Let $\epsilon\approx2\times10^{-16}$ be the double-precision unit.

- The equivalent root $(-\beta+\sqrt{\beta^2+4\alpha})/2\alpha$ subtracts nearly equal numbers when $\beta^2\gg4\alpha$, the soft case. The form used above adds them.
- For small $t$, $m-1$ is computed as $t^2/(1+m)$. In $f_1$, terms of size $t$ leave $4t^3/3$, with relative error of order $\epsilon/t^2$. At $\lambda=100$, $t\approx0.011$, and this is about $10^{-12}$.
- For large $t$, the two parts of the slope cancel to a relative remainder of order $1/t^2$. At $\lambda=0.01$, $t\approx539$, and the remainder still exceeds $\epsilon$ by ten orders of magnitude.

**Location of the minimum.** An error in $t$ changes $\bar P_c$ only at second order, so the force is forgiving. The contact radius is not, if it is found by comparing loads. For small $\lambda$ the curvature in $A$ at the minimum is $-2\pi\lambda+6A=2\pi\lambda$. Loads known to $\epsilon$ then fix $A$ to about $\sqrt{\epsilon/\pi\lambda}$, which at $\lambda=0.01$ is a few parts in $10^6$ of $A$. Solving for zero slope avoids this loss, but the $1/t^2$ cancellation sets its own limit: in double precision the relative error in $A$ is about $10^{-7}$ at $\lambda=10^{-3}$ and $10^{-5}$ at $\lambda=10^{-4}$, and at $\lambda=10^{-5}$ the bracket no longer shows a sign change. There the stiff-limit series should be used.

**Discretization of the elasticity.** A separate solution replaces the punch functions by rings of uniform pressure, whose surface displacements follow from the elliptic-integral result for a uniformly loaded disk. For chosen $c$, stress $-\sigma_0$ acts on $r<c$, and extra ring pressures hold the gap at zero in contact. The approach is fixed by $h(c)=h_0$. The contact is the largest set of rings whose outermost extra pressure is not negative.

With 400 rings, $\lambda=1$ and $t=1$, the load and approach are −1.5781 and −0.3311, the same to four decimals as the formulas. With 200 rings and $c$ stepped by $0.025L$, the lowest loads at $\lambda=0.3$, 1 and 2 are −1.8151, −1.6007 and −1.5345; the formulas give −1.8156, −1.6007 and −1.5346. The largest difference is 0.03% of the load, and it comes from the step in $c$: on the same values of $c$ the formulas give −1.8151, −1.6007 and −1.5346, so the error of the rings themselves is about $10^{-4}$ or less.

## The particles on the wafer

All material inputs are rough typical values: Young's moduli 70, 3 and 0.1 GPa and Poisson ratios 0.17, 0.34 and 0.45 for silica, polystyrene and polyurethane, with a silica wafer. Holding $w$ and $h_0$ equal isolates the effect of stiffness; real pairs differ in both. The value 20 mJ/m² is assumed: van der Waals attraction alone between silica surfaces in water gives roughly 4 to 8 mJ/m² with a cutoff distance of 0.165 nm, and about 1 to 2 mJ/m² with 0.3 nm.

For polystyrene, $1/E^*=0.8844/3+0.9711/70$ GPa⁻¹, so $E^*=3.24$ GPa and $K=4.32$ GPa. The cohesive stress is $0.020/(0.30\times10^{-9})$ Pa = 66.7 MPa. Then $L=3.31$ nm and $\lambda=0.466$. The algorithm gives $\bar P_c=-1.732$. Since $\pi wR=3.142$ nN, the force is 5.44 nN, between the JKR value 4.71 nN and the DMT value 6.28 nN.

| Particle | $\lambda$ | Force (nN) | $a$ (nm) | $c$ (nm) |
|---|---|---|---|---|
| silica | 0.093 | 6.14 | 0.28 | 5.4 |
| polystyrene | 0.47 | 5.44 | 2.2 | 5.6 |
| polyurethane | 4.1 | 4.74 | 11.0 | 11.4 |

At fixed $w$, $R$ and $h_0$, stiffness enters the force through $\lambda\propto K^{-2/3}$ alone, and the whole transition spans a factor of 4/3. This explains the opening numbers. Silica's contact radius at pull-off is of atomic size and has no literal continuum meaning, but the cohesive disk carries the force.

Of the neglected effects whose force is estimated here, roughness is the largest for the two stiff particles. If silica rests on one asperity of radius 5 nm and height 1 nm, the body lies outside the assumed range of attraction. Using 5 nm as the contact radius of curvature gives 0.62 nN (3% less with the exact spherical profile), about a tenth of the smooth value; a longer-ranged tail of attraction would add to it. If all of $w$ were van der Waals attraction with a cutoff of 0.165 to 0.3 nm, the body at 1 nm would add 0.13 to 0.34 nN. That contact is only 0.4 nm in radius even at zero load, so the number is an estimate of size. For polystyrene on the same asperity the elastic model likewise gives about 0.6 nN, but the equivalent stress at zero load reaches about 230 MPa, more than twice a rough strength of 100 MPa, so plastic flow is expected and this elastic value is not reliable. Polyurethane does not follow this rule: the adhesion of the tip alone presses it in by about 1 nm, the body comes into range, and the force stays at about 4.5 to 4.6 nN, depending on the asperity shape. The range itself is uncertain: doubling $h_0$ at fixed $w$ raises the polystyrene force by 7%.

Elasticity is also strained. At zero load the central pressure is $2E^*a/\pi R-(2\sigma_0/\pi)\theta$, from the punch pressures at $r=0$. For polystyrene it is about 170 MPa. Yield depends on the equivalent (von Mises) stress below the surface, which on the axis peaks near 110 MPa at depth $0.43a$, about a rough strength of 100 MPa, so plastic flow may begin and enlarge the contact. For polyurethane $a/R=0.35$ at zero load and 0.22 at pull-off, which is not a small strain. Replacing the paraboloid by the exact spherical profile, still within linear elasticity, lowers its force by 2%, to 4.65 nN, below the JKR value; silica and polystyrene drop by 0.3%. The third digit of each force therefore belongs to the model only, and for polystyrene and polyurethane the shape of the force law moves the second: with the paraboloid kept, the Lennard-Jones law gives 5.73 and 4.84 nN. For polyurethane $\sigma_0$ is also two thirds of Young's modulus, and the annulus is only 0.4 nm wide. Silica reaches a central pressure of about 850 MPa and an equivalent stress on the axis of about 600 MPa, below a rough strength of 5 GPa.

Double-layer repulsion is small beside the smooth-contact forces for the assumed $w$ if the salt is dilute and the surface potential is low and stays fixed. For equal surface potentials $\psi$ held constant, linear theory gives pressure $\frac12\varepsilon\kappa^2\psi^2/\cosh^2(\kappa h/2)$ between plates, where $\varepsilon$ is the permittivity of water and $1/\kappa$ the Debye length. Its integral over $h$ is $\varepsilon\kappa\psi^2$, and the sphere feels $2\pi R$ times this when $\kappa R\gg1$; at $\kappa R\approx5$, as here, this overestimates the linear force by about 5%. For 40 mV and a Debye length of 9.6 nm (1 mmol/L salt), the result is 0.04 nN, 0.6% of the silica force. As 40 mV exceeds $k_BT/e$, this is an estimate of size. The force grows with $\kappa$: at 100 mmol/L and the same fixed potential the nonlinear Poisson-Boltzmann equation gives 0.31 nN at a gap of 0.3 nm, 5% of the silica force. If the surface charge is fixed instead, the nonlinear Poisson-Boltzmann equation gives 0.18 nN at a gap of 0.3 nm, 3% of the silica force; at 80 mV and the same gap the two conditions give 0.17 and 0.48 nN. At a gap of 1.3 nm, about where the body sits on the asperity, these three values fall to 0.11, 0.16 and 0.29 nN, which is not negligible beside 0.62 nN. Nor are such forces negligible for a smooth contact with $w$ of 1 to 2 mJ/m², whose pull-off force is only about 0.3 to 0.6 nN. 
Thermal motion matters, although the silica force times $h_0$ is about 450 $k_BT$ at 298 K. Under a held tension equal to a fraction $f$ of the pull-off force, escape needs only the energy difference between the stable and unstable equilibria at that load, and this barrier vanishes as $f\to1$. For a rigid sphere the pull falls linearly with gap, so the barrier is $\pi Rwh_0(1-f)^2$. Integrating along the load curve gives 14 $k_BT$ for silica at $f=0.8$ and 4 $k_BT$ at $f=0.9$. A barrier of 18 $k_BT$, crossed in about a second if the attempt rate is roughly $5\times10^7$ s⁻¹, is reached at about 4.7, 4.8 and 4.6 nN for silica, polystyrene and polyurethane. That rate is a Kramers estimate for silica with lubrication drag $6\pi\mu R^2/h_0$, where $\mu$ is the viscosity of water. It is uncertain by orders of magnitude, but barriers of 15 to 23 $k_BT$ move these forces only within 4.9 to 4.5, 4.9 to 4.7 and about 4.6 nN. The asperity contact is bound by only 26 $k_BT$ at zero load.

These forces are the mechanical limit for a quasi-static normal pull without thermal activation; a load held for seconds detaches the stiff particles at lower force. They are not an upper bound for a viscoelastic particle such as polyurethane, which can need a larger force when pulled faster than it relaxes. A cleaning flow may instead roll or slide a particle, and the threshold for that needs a balance of moments or a friction law, which this model does not contain.
